# Hindered plane rotor: Mathieu levels, heat capacity and the Pitzer-Gwinn approximation

## The problem

A rigid molecule in a crystal turns about a fixed axis with moment of inertia $I$. Its neighbours are held still and give it two equivalent orientations:

$$H=-B\frac{d^2}{d\varphi^2}+V(\varphi),\qquad B=\frac{\hbar^2}{2I},\qquad V=V_0\sin^2\varphi=\frac{V_0}{2}(1-\cos2\varphi).$$

Every state with period $2\pi$ counts once, so no nuclear-spin restriction is imposed. Write $\beta=1/kT$ and $u=\beta V_0/2$. For numbers take the round values $B=0.5$ meV and $V_0=50$ meV, with $k=0.08617$ meV/K.

**(a)** Reduce the Schrödinger equation to Mathieu's equation and set up a matrix for the levels.
**(b)** Find the levels deep in the wells, including the first anharmonic correction.
**(c)** Find the heat capacity $C$ of one rotor at low temperature. In what range does it behave like an oscillator's?
**(d)** Find the classical $C$ and its first quantum correction. Show that $C$ has a maximum and tends to $k/2$.
**(e)** The Pitzer-Gwinn approximation multiplies the classical partition function by the quantum-to-classical ratio of the harmonic oscillator at the well bottom. Where is it good, and where does it fail?

## Hints

- (a) A shift of $\varphi$ by $\pi/2$ reverses the sign of $\cos2\varphi$.
- (b) Expand $V$ to fourth order in $\varphi$.
- (c) There are two wells. Ask what tunnelling does to each pair of equal levels.
- (d) For the quantum correction, take the trace over the functions $e^{im\varphi}$ and count derivatives of $V$.
- (e) Compare logarithms of partition functions, at both ends of the temperature scale.

## Solution

### (a) Levels

Dividing $H\psi=E\psi$ by $-B$ gives

$$\psi''+(a+2q\cos2\varphi)\psi=0,\qquad a=\frac{E-V_0/2}{B},\qquad q=\frac{V_0}{4B}.$$

With $\varphi=z+\pi/2$ this becomes the standard form $\psi''+(a-2q\cos2z)\psi=0$. Its solutions of period $2\pi$ belong to the characteristic values of integer order, $a_m(q)$ for $m\ge0$ and $b_m(q)$ for $m\ge1$. The levels are $E=V_0/2+Ba$, with $a$ running over both sets.

In the basis $e^{im\varphi}$ the diagonal elements are $Bm^2+V_0/2$. Since $\cos2\varphi=\frac12(e^{2i\varphi}+e^{-2i\varphi})$, $m$ couples to $m\pm2$ with strength $-V_0/4$, and even and odd $m$ do not mix. Here $q=25$, and the lowest 20 matrix eigenvalues agree with the Mathieu values to about $10^{-11}$ meV.

### (b) Deep wells

Near $\varphi=0$, $V\approx V_0\varphi^2-V_0\varphi^4/3$. Setting $V_0\varphi^2=\frac12I\omega^2\varphi^2$ gives $I\omega^2=2V_0$. With $\hbar^2/I=2B$,

$$(\hbar\omega)^2=\frac{\hbar^2}{I}\,2V_0=4BV_0,\qquad \hbar\omega=2\sqrt{BV_0}.$$

For the quartic term write $\varphi=(\ell/\sqrt2)(b+b^\dagger)$, where $b$ lowers the oscillator number $v$ and $\ell^2=\hbar/I\omega=2B/\hbar\omega$. Then

$$(b+b^\dagger)^2|v\rangle=\sqrt{v(v-1)}\,|v-2\rangle+(2v+1)|v\rangle+\sqrt{(v+1)(v+2)}\,|v+2\rangle .$$

The squared norm of this vector is $\langle(b+b^\dagger)^4\rangle=3(2v^2+2v+1)$. Since $\ell^4=4B^2/(4BV_0)=B/V_0$, the first-order shift is

$$-\frac{V_0}{3}\,\frac{\ell^4}{4}\,3(2v^2+2v+1)=-\frac B4(2v^2+2v+1),$$

$$E_v\approx\hbar\omega\left(v+\tfrac12\right)-\frac B4(2v^2+2v+1).$$

The first gap is $\Delta\approx\hbar\omega-\frac B4(5-1)=\hbar\omega-B$.

For the example $\hbar\omega=2\sqrt{25}=10$ meV. The formula gives $E_0\approx4.875$ meV and $\Delta\approx9.5$ meV; diagonalization gives 4.872 and 9.471 meV.

The second well, at $\varphi=\pi$, has the same levels, and tunnelling splits each pair. The ground splitting is $\delta=2.8\times10^{-7}$ meV. For $v=5$, close to the barrier top, the pair lies at 45.03 and 45.90 meV. The formula gives 47.38 meV there, so the deep-well picture is failing.

### (c) Low temperature

From $U=-\partial\ln Q/\partial\beta$ and $d\beta/dT=-k\beta^2$,

$$\frac Ck=\beta^2\frac{\partial^2\ln Q}{\partial\beta^2}=\beta^2\left(\langle E^2\rangle-\langle E\rangle^2\right).$$

When $kT\ll\Delta$ two doublets suffice. Neglect the splittings for the moment, so that each doublet acts as one doubly degenerate level; the condition for this is found below. The upper one has probability $p\approx e^{-\beta\Delta}$, and the energy variance is $\Delta^2p(1-p)$. Hence

$$\frac Ck\approx(\beta\Delta)^2e^{-\beta\Delta}.$$

This is the low-temperature law of an oscillator, with the true gap in place of $\hbar\omega$. At 10 K, $kT=0.8617$ meV and $\beta\Delta=10.99$, so $C/k=120.8\times1.686\times10^{-5}=0.00204$, equal to the full level sum at this precision. An oscillator with quantum $\hbar\omega$ gives 0.00123. The ratio of the two laws contains $e^{(\hbar\omega-\Delta)/kT}$, so this discrepancy grows on cooling.

When $kT$ is comparable with $\delta$, the ground doublet is a two-level system. With $s=\beta\delta/2$,

$$\frac Ck=(\beta\delta)^2\frac{e^{-\beta\delta}}{(1+e^{-\beta\delta})^2}=\frac{s^2}{\cosh^2s}.$$

Setting the derivative of its logarithm to zero gives $s\tanh s=1$, so $s\approx1.20$ and $kT\approx0.417\,\delta$. This separate peak has height $0.439\,k$ and lies at 1.4 µK. For $kT\gg\delta$, $s$ is small and the peak leaves a tail $C/k\approx s^2=(\beta\delta)^2/4$. At 1 K this is $3\times10^{-12}$, tiny, but far larger than the activated term, which is of order $10^{-44}$ there. The two are equal when $e^{-\beta\Delta}=(\delta/2\Delta)^2$, that is at $kT=\Delta/[2\ln(2\Delta/\delta)]\approx0.26$ meV, or about 3 K. The condition $kT\gg\delta$ is therefore not enough. In this model tunnelling governs $C$ up to about 3 K, and the activated oscillator law holds only above that, while $kT\ll\Delta$.

This conclusion needs two wells equal in depth to within $\delta$, which a real crystal need not provide. A bias $\varepsilon\gg\delta$ between the wells takes the place of $\delta$ in the formulas above: $\varepsilon=10^{-4}$ meV already raises the tail at 1 K to $3\times10^{-7}$ and the crossover to about 4.5 K, and that tail no longer comes from tunnelling. It also needs free exchange between the two members of the doublet, which are the lowest even-$m$ and the lowest odd-$m$ state. If the half-turn exchanges identical nuclei, these belong to different nuclear-spin species; when the species do not interconvert, the peak and its tail are absent and the activated law continues to lower temperature. The heat capacity of the lattice, left out by holding the neighbours still, adds to all of this.

### (d) The maximum and the limit $k/2$

**Classical part.** Let $m$ be the angular momentum in units of $\hbar$, for the moment continuous. The phase-space measure is $dm\,d\varphi/2\pi$, so

$$Q_{\rm cl}=\int dm\,e^{-\beta Bm^2}\int_0^{2\pi}\frac{d\varphi}{2\pi}\,e^{-u+u\cos2\varphi}=\sqrt{\frac{\pi}{\beta B}}\;e^{-u}I_0(u),$$

where $I_0$ and $I_1$ are modified Bessel functions. The square root contributes $\frac12$ to $C/k$, and the factor $e^{-u}$ contributes nothing, because $\ln e^{-u}$ is linear in $\beta$. Let $r=I_0'/I_0=I_1/I_0$. With $I_1'=I_0-I_1/u$,

$$\frac{C_{\rm cl}}k=\frac12+u^2\frac{dr}{du}=\frac12+u^2\left(1-\frac ru-r^2\right).$$

*Hot* ($u\ll1$): $\ln I_0\approx u^2/4$, so $C_{\rm cl}/k\approx\frac12+u^2/2=\frac12+(\beta V_0)^2/8$.

*Cold* ($u\gg1$): in $I_0=\frac1{2\pi}\int e^{u\cos\theta}d\theta$ put $\cos\theta\approx1-\theta^2/2+\theta^4/24$. The Gaussian average $\langle\theta^4\rangle=3/u^2$ gives

$$I_0\approx\frac{e^u}{\sqrt{2\pi u}}\left(1+\frac1{8u}\right),\qquad \frac{C_{\rm cl}}k\approx\frac12+u^2\left(\frac1{2u^2}+\frac1{4u^3}\right)=1+\frac{kT}{2V_0}.$$

The rise above $k$ comes from the quartic term, which softens the well. The classical curve starts at $k$, rises, and ends at $k/2$, so it has a maximum.

**Quantum correction.** Taking the trace over $e^{im\varphi}$,

$$Q=\sum_m\int_0^{2\pi}\frac{d\varphi}{2\pi}\,w_m,\qquad w_m=e^{-im\varphi}e^{-\beta H}e^{im\varphi}.$$

Moving $e^{im\varphi}$ through $H$ replaces $\partial_\varphi$ by $\partial_\varphi+im$, so

$$\partial_\beta w_m=-(Bm^2+V)w_m+2iBm\,w_m'+B\,w_m''.$$

Put $w_m=e^{-\beta(Bm^2+V)}(1+g_1+g_2+\dots)$, where $g_j$ contains $j$ derivatives with respect to $\varphi$. On the bracket, $\partial_\varphi$ acts as $D=\partial_\varphi-\beta V'$. At first order,

$$\partial_\beta g_1=2iBm(-\beta V')\quad\Rightarrow\quad g_1=-iBm\beta^2V'.$$

At second order,

$$\partial_\beta g_2=2iBm\,Dg_1+B\,D^2 1=2B^2m^2(\beta^2V''-\beta^3V'^2)+B(-\beta V''+\beta^2V'^2),$$

$$g_2=2B^2m^2\left(\frac{\beta^3V''}3-\frac{\beta^4V'^2}4\right)+B\left(-\frac{\beta^2V''}2+\frac{\beta^3V'^2}3\right).$$

For $kT\gg B$ the sum over $m$ may be replaced by an integral; by Poisson summation the relative error is of order $e^{-\pi^2kT/B}$. Then $g_1$, odd in $m$, drops out, and $\langle m^2\rangle=1/(2\beta B)$ leaves

$$\langle g_2\rangle_m=B\left(-\frac{\beta^2V''}6+\frac{\beta^3V'^2}{12}\right).$$

Integration by parts with the weight $e^{-\beta V}$ gives $\beta\langle V'^2\rangle=\langle V''\rangle$. Since $V''=2V_0\cos2\varphi$ and $\langle\cos2\varphi\rangle=r$,

$$\ln Q\approx\ln Q_{\rm cl}-\frac{\beta^2B}{12}\langle V''\rangle=\ln Q_{\rm cl}-\frac{\beta^2BV_0}6\,r.$$

At high temperature $r\approx u/2=\beta V_0/4$. The correction is then $-\beta^3BV_0^2/24$, and applying $\beta^2\partial_\beta^2$ multiplies it by 6:

$$\frac Ck=\frac12+\frac{(\beta V_0)^2}8-\frac{\beta^3BV_0^2}4+O(\beta^4).$$

So $C$ tends to $k/2$ from above. It also vanishes as $T\to0$, because the levels are discrete. Being continuous, it must have a maximum above $k/2$ for any $V_0>0$. Whether the maximum exceeds $k$ depends on $V_0/B$ and is settled here by the level sum.

**Numbers.** The columns give $C/k$.

| $T$ (K) | levels | Pitzer-Gwinn | classical | oscillator $\hbar\omega$ |
|---|---|---|---|---|
| 10 | 0.002 | 0.010 | 1.009 | 0.001 |
| 30 | 0.370 | 0.357 | 1.031 | 0.326 |
| 100 | 1.065 | 1.065 | 1.170 | 0.895 |
| 150 | 1.097 | 1.101 | 1.149 | 0.952 |
| 300 | 0.826 | 0.826 | 0.838 | 0.988 |
| 1000 | 0.540 | 0.540 | 0.541 | 0.999 |

The maximum is $1.108\,k$, or 9.21 J/(mol K), at 131 K, where $kT=0.226\,V_0$. A scan from 5 to 3000 K finds no other. The classical maximum is higher, $1.180\,k$, and lies at 117 K.

### (e) Pitzer-Gwinn

With $x=\beta\hbar\omega$, the oscillator has $Q=1/(2\sinh\frac x2)$ in quantum mechanics and $1/x$ classically. Therefore

$$Q_{\rm PG}=Q_{\rm cl}\,\frac{x}{2\sinh(x/2)},\qquad C_{\rm PG}=C_{\rm cl}+C_{\rm E}-k,\qquad \frac{C_{\rm E}}k=\frac{x^2e^{-x}}{(1-e^{-x})^2}.$$

For small $x$ the logarithm of the added factor is $-x^2/24=-\beta^2BV_0/6$. This is the correction found in (d) with $r$ replaced by 1, the value for a rotor confined to the well bottom. The replacement is good while $u\gg1$.

*Hot end.* Here $r\to0$, and Pitzer-Gwinn overcorrects:

$$\frac{C_{\rm PG}}k\approx\frac12+\beta^2\left(\frac{V_0^2}8-\frac{BV_0}3\right).$$

At $kT=500$ meV its quantum term is $-3.3\times10^{-5}$, against the true $-2.5\times10^{-6}$. Both are small beside the excess $C/k-\frac12=1.25\times10^{-3}$.

*Cold end.* $C_{\rm E}$ dies out exponentially, but $C_{\rm cl}-k$ does not, so $C_{\rm PG}/k\to kT/2V_0$. This is linear in $T$ where the true law (above about 3 K) is activated. At 10 K the result is five times too large, though the absolute error is only $0.008\,k$.

*Partition function.* When cold, $Q_{\rm cl}\approx(2/x)(1+1/8u)$, so $Q_{\rm PG}\approx2e^{-x/2}(1+1/8u)$, while $Q\approx2e^{-\beta E_0}$. At 10 K, $u=29.0$ and

$$\frac{Q_{\rm PG}}Q\approx e^{-(5-4.8716)/0.8617}\times1.0043=0.865,$$

as the level sum also gives. The error comes mainly from the harmonic zero-point energy. At 100 K the ratio is 0.989.

From 5 to 3000 K the largest error in the heat capacity is $-0.013\,k$, near 32 K. For this high barrier the approximation is good in absolute terms, although its cold law has the wrong form and its $\beta^2$ coefficient at the hot end is about 3% too small.

## Variation 1: a low barrier

*Keep $B=0.5$ meV and lower $V_0$ to 1 meV. Does Pitzer-Gwinn survive?*

Now $\hbar\omega=2\sqrt{0.5}=1.41$ meV exceeds the barrier, so there is no ladder of well states for the oscillator factor to describe. The hot expansion of $C_{\rm PG}$ lies below $k/2$ when $V_0<8B/3=1.33$ meV, which holds here. At $kT=10$ meV,

$$\frac Ck\approx0.5+0.00125-0.000125=0.50113,\qquad \frac{C_{\rm PG}}k\approx0.5+0.01\,(0.1250-0.1667)=0.49958,$$

and both agree with the full evaluations. Pitzer-Gwinn approaches $k/2$ from the wrong side. The large failure is at low temperature: at 1.5 K the levels give $0.505\,k$ and Pitzer-Gwinn $0.123\,k$.

## Variation 2: $n$ equivalent wells

*Replace the potential by $V=\frac{V_0}2(1-\cos n\varphi)$. What changes?*

With $z=n\varphi/2$ the kinetic term becomes $-(n^2B/4)\,d^2/dz^2$. The equation is the old one with $B$ replaced by $n^2B/4$:

$$q=\frac{V_0}{n^2B},\qquad \hbar\omega=n\sqrt{BV_0},\qquad \Delta\approx\hbar\omega-\frac{n^2B}4.$$

The period $2\pi$ in $\varphi$ is $n\pi$ in $z$, so $\psi(z+\pi)=e^{2\pi ij/n}\psi(z)$ with $j=0,\dots,n-1$. For $n=3$, $j=1$ and $j=2$ are complex conjugates and have equal energy, so each well level splits into a single level and a pair.

The $\varphi$ integral in $Q_{\rm cl}$ is unchanged, and so is $C_{\rm cl}$. In the quantum correction $V''=\frac12n^2V_0\cos n\varphi$, which gives

$$\frac Ck=\frac12+\frac{(\beta V_0)^2}8-\frac{n^2\beta^3BV_0^2}{16}+O(\beta^4).$$

The limit $k/2$ is again reached from above. The barrier below which Pitzer-Gwinn approaches it from below becomes $2n^2B/3$, or $6B$ for three wells.

## Numbers as computed

```
B = 0.5 meV, V0 = 50.0 meV, q = 25.0, hw = 10.000 meV
k = 0.0861733 meV/K; hw/k = 116.05 K; V0/k = 580.23 K
largest difference from Mathieu values, 20 levels: 1.4e-11 meV
v, lower and upper member of doublet (meV), perturbation value (meV)
0 4.87161 4.87161 4.87500
1 14.34255 14.34257 14.37500
2 23.23892 23.23953 23.37500
3 31.48204 31.49324 31.87500
4 38.90262 39.03138 39.87500
5 45.02510 45.90054 47.37500
number of levels below V0: 13
gap between lowest doublets = 9.47095 meV; hw - B = 9.500 meV
ground tunnel splitting = 2.8094e-07 meV
tunnelling peak: T = 1.359 microkelvin, kT/splitting = 0.4168, C/k = 0.4392
C/k at 1 K = 2.66e-12
activated law at 10 K: C/k = 0.002037
T (K), C/k: exact, PG, classical, Einstein; Q_PG/Q
   10 0.00204 0.01033 1.00910 0.00123 0.86536
   20 0.12568 0.12165 1.01933 0.10231 0.93552
   30 0.36998 0.35724 1.03109 0.32616 0.95981
   50 0.72215 0.71296 1.06264 0.65031 0.97756
   75 0.94797 0.94356 1.12128 0.82229 0.98517
  100 1.06485 1.06465 1.16970 0.89495 0.98861
  150 1.09677 1.10056 1.14898 0.95158 0.99210
  200 1.01003 1.01307 1.04066 0.97241 0.99413
  300 0.82564 0.82590 0.83828 0.98762 0.99647
  500 0.64553 0.64444 0.64892 0.99552 0.99838
 1000 0.54032 0.53966 0.54078 0.99888 0.99952
 3000 0.50464 0.50453 0.50466 0.99988 0.99994
exact maximum: T = 131.1 K, C/k = 1.1078, kT/V0 = 0.2260
exact maximum, molar: 9.210 J/(mol K)
PG maximum: T = 131.9 K, C/k = 1.1109
classical maximum: kT/V0 = 0.2018, T = 117.1 K, C/k = 1.1799
largest PG error, 5 to 3000 K: -0.0129 k at 32.5 K
kT = 500 meV: exact C/k - 1/2 = 1.2463e-03
  quantum part of C/k: exact -2.495e-06, law -2.500e-06, PG -3.333e-05
low barrier V0 = 1.0 meV, B = 0.5 meV; 8B/3 = 1.3333 meV
  largest PG error, 0.5 to 200 K: -0.3821 k at 1.50 K
  there: exact C/k = 0.5050, PG C/k = 0.1229
  at kT = 10 meV: exact C/k = 0.501129, PG = 0.499584
```
